# Mean Edge Shift from Noise on a Curved Lithographic Image

## Problem

A latent image $I(x)$ in a resist is measured in units of the mean exposure, so it is dimensionless. In the threshold model the resist clears where the exposure exceeds $T$. Without noise, the edge of a cleared space lies at $x_0$, where $I(x_0)=T$ and $I'(x_0)\neq0$. With additive noise $n(x)$ the edge moves to $x_0+\delta$, where

$$I(x_0+\delta)+n(x_0+\delta)=T. \tag{1}$$

The noise is weak and differentiable, with $\langle n\rangle=0$. It is stationary: its statistics, including its variance $v=\langle n^2\rangle$, do not depend on $x$. Angle brackets denote an average over many independent edge sections.

**(a)** Find $\langle\delta\rangle$ to second order in the noise.

**(b)** Confirm the answer by a route that does not expand the noise in position.

**(c)** Evaluate it for a bright space centred at $x=0$, with pitch $p=32$ nm, edge at $x_0=6$ nm, optical modulation 0.90, Gaussian blur of standard deviation $b=4$ nm and noise standard deviation $\sqrt v=0.10$. The threshold is set so that the noiseless edge is at $x_0$.

## Hints

1. The noise acts at the displaced edge, not at $x_0$. Expand both functions in (1).
2. Attach a factor $\varepsilon$ to the noise and collect equal powers of $\varepsilon$.
3. The product $nn'$ is half the derivative of $n^2$.
4. For (b), write the edge position as the length of the region that is above threshold.

## Solution

### (a) Expansion

Replace $n$ by $\varepsilon n$ and write $\delta=\varepsilon\delta_1+\varepsilon^2\delta_2+\dots$. Below, $I'$, $I''$, $n$ and $n'$ without an argument are taken at $x_0$. Taylor expansion of (1) gives

$$I'\delta+\tfrac12I''\delta^2+\varepsilon n+\varepsilon n'\delta+\dots=0,$$

because $I(x_0)$ cancels $T$. The omitted terms are of order $\varepsilon^3$.

At order $\varepsilon$,

$$I'\delta_1+n=0\quad\Rightarrow\quad\delta_1=-\frac{n}{I'}.$$

This has zero mean and variance $v/I'^2$. It describes the leading roughness but no mean shift.

At order $\varepsilon^2$,

$$I'\delta_2+\tfrac12I''\delta_1^2+n'\delta_1=0.$$

Insert $\delta_1$ and divide by $I'$:

$$\delta_2=-\frac{I''n^2}{2I'^3}+\frac{nn'}{I'^2}. \tag{2}$$

As a check of (2), take the image of part (c) and the fixed noise path $\varepsilon\cos(0.2x-0.6)$, with $x$ in nm. If both orders are right, the error left in $\delta$ scales as $\varepsilon^3$. Halving $\varepsilon$ from 0.004 to 0.002 reduced that error by a factor 7.991, close to the expected 8.

Now average (2). Since $nn'=\tfrac12\,d(n^2)/dx$,

$$\langle nn'\rangle=\frac12\frac{dv}{dx}=0$$

for stationary noise. Setting $\varepsilon=1$,

$$\boxed{\langle\delta\rangle=-\frac{v\,I''}{2I'^3}} \tag{3}$$

to second order. The second term of (2) moves individual edges, but not their mean.

The sign has a simple reading. If $I''<0$, then $\langle\delta\rangle$ has the sign of $I'$, so the mean edge moves towards higher exposure. On such a slope the image flattens on the way up. A negative noise value, which sends the edge uphill, therefore displaces it further than an equal positive value sends it downhill. If $I''>0$, the argument reverses.

The expansion needs a small change of slope over a typical displacement, $\sqrt v\,|I''|/I'^2\ll1$, and a noise slope well below the image slope. White noise violates the second condition: it has no finite slope variance, and it must be smoothed before a single edge can be defined. The first condition does not by itself measure the error of (3), because higher derivatives of the image also enter. Part (b) gives the next term.

### (b) The edge as a length

Let the image fall steadily from the bright centre $x=0$ to the dark centre $x=p/2$, and suppose that the noisy image crosses $T$ once between them, at $x_e$. A point lies to the left of $x_e$ precisely when its exposure is above threshold. The length of the bright region is $x_e$, and its average is

$$\langle x_e\rangle=\int_0^{p/2}P\big[I(x)+n(x)>T\big]\,dx. \tag{4}$$

The integrand involves the noise at one point at a time. For stationary noise, each probability is unchanged if the whole path $n(x)$ is replaced by one random number $N$ with the same one-point distribution. The edge for a uniform offset $N$ is $X(T-N)$, where $X$ is the inverse function of $I$. Thus

$$\langle x_e\rangle=\langle X(T-N)\rangle.$$

This explains why the correlation length is absent from (3). The equality holds up to the rare sections in which the single crossing is lost.

Expand in $N$, with derivatives of $X$ taken at $T$:

$$\langle\delta\rangle=\frac v2X''-\frac{\mu_3}{6}X'''+\frac{\mu_4}{24}X''''+\dots,\tag{5}$$

where $\mu_j=\langle N^j\rangle$. The inverse function has $X'=1/I'$. Differentiating again with respect to exposure, by the chain rule,

$$X''=-\frac{I''}{I'^2}X'=-\frac{I''}{I'^3},$$

so the first term of (5) is (3). For Gaussian noise $\mu_3=0$ and $\mu_4=3v^2$, and the next term is $v^2X''''/8$.

### (c) Numbers

Before blur the image is $1+0.90\cos kx$, with $k=2\pi/p=0.19635$ nm$^{-1}$. Averaging $\cos k(x-d)$ over a Gaussian displacement $d$ leaves $\cos kx$ multiplied by $e^{-k^2b^2/2}$. Hence

$$I(x)=1+m\cos kx,\qquad m=0.90\,e^{-k^2b^2/2}=0.6611.$$

At $x_0=6$ nm,

$$T=1.2530,$$

$$I'=-mk\sin kx_0=-0.11993\ \text{nm}^{-1},$$

$$I''=-mk^2\cos kx_0=-0.009754\ \text{nm}^{-2}.$$

The leading rms edge displacement is $0.10/0.11993=0.834$ nm, or 2.50 nm as a three-sigma value. The mean shift is

$$\langle\delta\rangle=-\frac{(0.0100)(-0.009754)}{2(-0.11993)^3}\ \text{nm}=-0.0283\ \text{nm}.$$

The edge moves towards the bright centre. The opposite edge is its mirror image, so the mean space width changes by $-0.0565$ nm, or $-56.5$ pm. The shift is small beside the scatter: about 870 independent edge sections are needed before the standard error of their mean falls to the size of the shift.

For the next term put $u=\cos kx_0=(T-1)/m=0.3827$. Then $X=\arccos(u)/k$, and each derivative with respect to exposure brings a factor $1/m$. Successive derivatives of $\arccos u$ are

$$-\frac1{(1-u^2)^{1/2}},\quad-\frac{u}{(1-u^2)^{3/2}},\quad-\frac{1+2u^2}{(1-u^2)^{5/2}},\quad-\frac{9u+6u^3}{(1-u^2)^{7/2}}.$$

The last gives

$$\frac{v^2X''''}8=-\frac{v^2(9u+6u^3)}{8km^4(1-u^2)^{7/2}}=-0.0022\ \text{nm}.$$

The two terms add to $-0.0305$ nm. Numerical integration of (4) with Gaussian noise gives $-0.0310$ nm, so formula (3) alone recovers about 91 % of that value.

The relative change of slope over a typical displacement, $\sqrt v|I''|/I'^2$, is 0.068. White noise smoothed by the same Gaussian blur has correlation length $\ell=\sqrt2\,b=5.66$ nm, defined by a correlation $e^{-d^2/2\ell^2}$ at separation $d$. Its rms slope is $\sqrt v/\ell$, which is 0.147 of $|I'|$. The probability that the exposure at the bright centre falls below threshold is $2.2\times10^{-5}$, so loss of the crossing there is rare.

Independence from correlation length was also tested by locating edges on 200,000 random Gaussian paths per case, with the noise standard deviation reduced to 0.050. Each path was a sum of ten random Fourier modes, whose correlation approximates the Gaussian form. For nominal lengths of 5.66 and 12.00 nm the mean shifts were $-0.00710\pm0.00007$ and $-0.00718\pm0.00004$ nm (one standard error). These small errors, and the one quoted in Variation 1, come from averaging $\delta+n(x_0)/I'$. This has the same mean as $\delta$, because $\langle n\rangle=0$, but lacks the first-order scatter. A plain average of $\delta$ over the same number of paths has a standard error near 0.0009 nm. Formula (3) gives $-0.00707$ nm and integral (4) gives $-0.00721$ nm.

### Comparison with a real process

The parameters are rough values in the regime of extreme-ultraviolet exposure of a chemically amplified resist. A three-sigma roughness of a few nanometres is a realistic size there. The sinusoidal image, the sharp threshold and the constant noise variance are simplifications. For scale, raising the dose by 1 %, with threshold fixed and no noise, moves this edge outwards by 0.103 nm, more than three times the magnitude of the noise-induced shift. The assumption most plainly broken is stationarity, since photon noise depends on local exposure. Variation 1 shows that this changes the answer by about a fifth if only the absorbed-photon noise at the dose used there varies, and by more than its own size if all the variance follows the exposure. Nonlinear resist chemistry and development through the film depth are not sized here.

## Variation 1: noise that follows the exposure

*Let $v$ depend on $x$. What replaces (3)?*

Equation (2) still holds, but now $\langle nn'\rangle=v'/2$. Therefore

$$\langle\delta\rangle=\frac{v'}{2I'^2}-\frac{vI''}{2I'^3}=\frac1{2I'}\frac{d}{dx}\!\left(\frac v{I'}\right). \tag{6}$$

A straight image edge can thus shift on average, and a curved one need not.

Suppose first that all the variance is proportional to exposure, with its value at $x_0$ held at 0.0100. Then $v'=vI'/T$, and the extra term is

$$\frac{v}{2TI'}=\frac{0.0100}{2(1.2530)(-0.11993)}\ \text{nm}=-0.0333\ \text{nm}.$$

It exceeds the curvature term in magnitude, and the second-order total becomes $-0.0615$ nm. For Gaussian noise of this strength, higher orders increase its magnitude by about a tenth. A simulation of this kind of noise, with standard deviation 0.050 at $x_0$ and $\ell=5.66$ nm, gave $-0.01563\pm0.00009$ nm. Formula (6) gives $-0.01539$ nm, without higher orders; the curvature term alone would give $-0.00707$ nm.

Now let only the absorbed-photon part vary. At 13.5 nm wavelength a photon carries 91.84 eV. A mean dose of 30 mJ/cm$^2$ with absorbed fraction 0.20 gives $\rho=4.078$ absorbed photons per nm$^2$, counted through the film. If absorptions are independent and each is spread by the normalized two-dimensional blur $K$, the variance is $\rho^{-1}$ times the integral of $K^2$ over the unblurred image. The function $K^2$ is a Gaussian of variance $b^2/2$ per axis and total weight $1/(4\pi b^2)$, so

$$v_{\rm ph}(x)=\frac{1+0.90\,e^{-k^2b^2/4}\cos kx}{4\pi b^2\rho}.$$

With $4\pi b^2=201.1$ nm$^2$, this is 0.00158 at the edge, or 15.8 % of $v$. Its gradient adds $v_{\rm ph}'/(2I'^2)=-0.0059$ nm. If the remaining noise is stationary, the second-order total is $-0.0342$ nm.

Counting noise is also skewed. For the Gaussian blur, $\int K^3=\tfrac43(\int K^2)^2$. Treating the exposure as locally constant and assigning all of $v$ to such noise gives $\mu_3\approx4v^2/(3T)$. The term $-\mu_3X'''/6$ in (5) is then about $+0.0006$ nm. This is a rough estimate: it leaves out the change of $\mu_3$ with exposure and the higher orders, which together can double it. Even then it is small beside the gradient term of $-0.0333$ nm found above for variance proportional to exposure. Blurred counting noise follows the profile of $v_{\rm ph}(x)$ rather than $I(x)$; scaled to 0.0100 at the edge, that profile gives a gradient term of $-0.0376$ nm.

## Variation 2: an edge beyond the inflection

*Keep the image and the stationary noise, but change the threshold so that the edge lies at 8 nm or at 10 nm. What happens to the shift?*

Substituting the cosine image into (3) gives

$$\langle\delta\rangle=-\frac{v\cos kx_0}{2km^2\sin^3kx_0}.$$

At $x_0=p/4=8$ nm the cosine vanishes, and so does the second-order shift. For Gaussian noise, integral (4) gives zero as well: $I-T$ is odd about $p/4$ and the noise distribution is even, so the bright probabilities at $x$ and $p/2-x$ add to one. The integral is then $p/4$, the noiseless edge position.

At 10 nm the sine is the same as at 6 nm and the cosine has the opposite sign. Formula (3) gives $+0.0283$ nm and integral (4) gives $+0.0310$ nm. The mean edge now moves away from the bright centre, and the space widens.

Near a bright or dark centre $\sin kx_0\to0$ and the formula diverges. This marks its failure, not a large predicted shift: the slope there is too small for the noise to be weak, and the crossing may disappear. The main values used above are collected in the numerical output below.

## Calculated quantities

```
pitch: 32.0 nm
nominal space width: 12.0 nm
edge position x0: 6.0 nm
optical modulation: 0.90
Gaussian blur: 4.0 nm
wave number k: 0.19635 1/nm
blurred modulation m: 0.6611
threshold T / mean exposure: 1.2530
slope I': -0.11993 1/nm
curvature I'': -0.009754 1/nm^2
noise std / mean exposure: 0.100
noise variance v: 0.0100
rms edge displacement: 0.834 nm
three times rms displacement: 2.50 nm
mean edge shift, second order: -0.02827 nm
mean width change, second order: -0.05654 nm
same width change: -56.5 pm
mean edge shift, probability integral: -0.03101 nm
fourth-order term: -0.00219 nm
sections for standard error = shift: 870
curvature parameter std*|I''|/I'^2: 0.0678
noise correlation length: 5.66 nm
rms n' / |I'|: 0.147
probability centre is below T: 2.2e-05
skewness shift, counting estimate: 0.00060 nm
wavelength: 13.5 nm
photon energy: 91.84 eV
mean dose: 30.0 mJ/cm2
absorbed fraction: 0.20
absorbed photons per area: 4.078 1/nm^2
blur averaging area: 201.1 nm^2
photon variance at edge: 0.001580
photon share of v: 15.8 %
extra shift, photon part: -0.00593 nm
extra shift, all v follows I: -0.03327 nm
total shift, all v follows I: -0.06154 nm
edge move for +1 % dose: 0.1030 nm
convex test edge position: 10.0 nm
convex edge shift, integral: 0.03101 nm
path remainder ratio, noise halved: 7.991
simulation noise std: 0.050
simulation paths per case: 200000
second-order shift there: -0.00707 nm
probability integral there: -0.00721 nm
simulated, length 5.66 nm: -0.00710 nm
  standard error: 0.00007 nm
simulated, length 12.00 nm: -0.00718 nm
  standard error: 0.00004 nm
simulated, v follows I: -0.01563 nm
  standard error: 0.00009 nm
  second-order formula: -0.01539 nm
```
